# Multiphonon tails of one mode and a moment-matched pair: verification in Python

```python
"""Zero-temperature vibrational energy after a vertical defect transition.
Result under test: a 60 meV mode with Huang-Rhys factor S=10 and a pair of
modes (30 meV, S=10; 90 meV, S=10/3) have equal mean and variance of the
deposited energy E, but the pair has more weight above 1.5 eV.
Symbols: omega = mode energy (eV), S = d**2/2, d = dimensionless shift of the
minimum, K(beta) = log of the mean of exp(beta E), beta in 1/eV.
Direct side: diagonalization on a coordinate grid and explicit overlaps.
Formula side: Poisson laws, a recursion, cumulants and a saddle point.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import erfc
from scipy.stats import norm, poisson

SINGLE = [(0.06, 10.0)]
PAIR = [(0.03, 10.0), (0.09, 10.0 / 3.0)]
MODELS = {"single": SINGLE, "pair": PAIR}
THRESHOLD = 1.5
BROADENING = 0.03
KB = const.k / const.e


def grid_states(omega, potential, step=0.2):
    """Eigenstates of omega*p^2/2 + potential(q) on a sinc grid."""
    q = np.arange(-30.0, 30.0 + step / 2, step)
    idx = np.arange(len(q))
    diff = idx[:, None] - idx[None, :]
    safe = np.where(diff == 0, 1, diff)
    sign = np.where(diff % 2 == 0, 1.0, -1.0)
    kin = np.where(diff == 0, np.pi**2 / 3, 2 * sign / safe**2)
    ham = 0.5 * omega * kin / step**2 + np.diag(potential(q))
    energy, vectors = eigh(ham)
    start = np.pi**-0.25 * np.exp(-q**2 / 2) * np.sqrt(step)
    return energy, vectors, start


def combine(parts):
    """Total energies and weights of independent modes."""
    energy, weight = np.array([0.0]), np.array([1.0])
    for e, w in parts:
        energy = (energy[:, None] + e[None, :]).ravel()
        weight = (weight[:, None] * w[None, :]).ravel()
    return energy, weight


def direct_lines(modes, kind="harmonic", value=1.0, step=0.2):
    """Final-state lines from overlaps; value = frequency ratio or Morse sign."""
    parts = []
    for omega, s in modes:
        d = np.sqrt(2 * s)
        if kind == "harmonic":
            def pot(q, o=omega, d=d):
                return 0.5 * o * value**2 * (q - d)**2
        else:
            a = value * np.sqrt(omega / (2 * MORSE_DEPTH))

            def pot(q, a=a, d=d):
                return MORSE_DEPTH * (1 - np.exp(-a * (q - d)))**2
        e, v, start = grid_states(omega, pot, step)
        parts.append((e - e[0], (v.T @ start)**2))
    return combine(parts)


def thermal_lines(modes, temperature):
    """Net energy transfer from independent emission and absorption."""
    parts = []
    for omega, s in modes:
        nbar = 0.0
        if temperature > 0:
            nbar = 1 / np.expm1(omega / (KB * temperature))
        up = poisson.pmf(np.arange(120), s * (nbar + 1))
        down = poisson.pmf(np.arange(80), s * nbar)
        net = np.convolve(up, down[::-1])
        parts.append(((np.arange(len(net)) - 79) * omega, net))
    return combine(parts)


def smooth_tail(lines, threshold=THRESHOLD, width=BROADENING):
    e, w = lines
    return float(np.sum(w * 0.5 * erfc((threshold - e) / (np.sqrt(2) * width))))


def cumulant(modes, order):
    return sum(s * o**order for o, s in modes)


def log_mgf(modes, beta):
    return sum(s * np.expm1(beta * o) for o, s in modes)


def saddle(modes, energy):
    """Tilt beta, exponent I and tilted variance at the given energy."""
    def slope(b):
        return sum(s * o * np.exp(b * o) for o, s in modes) - energy
    beta = brentq(slope, 0, 60, xtol=1e-13)
    var = sum(s * o**2 * np.exp(beta * o) for o, s in modes)
    return beta, beta * energy - log_mgf(modes, beta), var


MORSE_DEPTH = 5.0

# Exact line weights from the formulas
p_pair = np.zeros(241)
p_pair[0] = np.exp(-10.0 - 10.0 / 3.0)
for m in range(1, len(p_pair)):
    p_pair[m] = 10 * (p_pair[m - 1] + (p_pair[m - 3] if m >= 3 else 0)) / m
strict = {"single": poisson.sf(25, 10), "pair": p_pair[51:].sum()}
inclusive = {"single": poisson.sf(24, 10), "pair": p_pair[50:].sum()}
half = {k: 0.5 * (strict[k] + inclusive[k]) for k in MODELS}

# Direct overlaps against the formulas
direct = {k: direct_lines(v) for k, v in MODELS.items()}
moments = {}
for name, modes in MODELS.items():
    e, w = direct[name]
    mean = np.sum(e * w)
    var = np.sum((e - mean)**2 * w)
    third = np.sum((e - mean)**3 * w)
    moments[name] = (mean, var, third)
    assert abs(w.sum() - 1) < 1e-9
    for order, val in enumerate(moments[name], start=1):
        assert abs(val / cumulant(modes, order) - 1) < 1e-6
    assert abs(w[e > THRESHOLD + 0.01].sum() / strict[name] - 1) < 1e-5
    assert abs(w[e > THRESHOLD - 0.01].sum() / inclusive[name] - 1) < 1e-5
    narrow = smooth_tail(direct[name], width=1e-3)
    assert abs(narrow / half[name] - 1) < 1e-5
assert abs(moments["single"][0] - moments["pair"][0]) < 1e-7
assert abs(moments["single"][1] - moments["pair"][1]) < 1e-7
smooth = {k: smooth_tail(direct[k]) for k in MODELS}
for table in (strict, inclusive, half, smooth):
    assert table["pair"] > table["single"]

# The matched single mode has the smallest K(beta) among arbitrary mode sets
rng = np.random.default_rng(4)
for _ in range(200):
    size = rng.integers(2, 7)
    modes = list(zip(rng.uniform(0.01, 0.15, size), rng.uniform(0.1, 5, size)))
    k1, k2 = cumulant(modes, 1), cumulant(modes, 2)
    matched = [(k2 / k1, k1**2 / k2)]
    for beta in (2.0, 10.0, 25.0):
        assert log_mgf(modes, beta) >= log_mgf(matched, beta)
    high = k1 + 4 * np.sqrt(k2)
    assert saddle(modes, high)[1] <= saddle(matched, high)[1] + 1e-10

# Saddle-point estimates; next-order terms are several percent here
sad, estimate = {}, {}
for name, spacing in (("single", 0.06), ("pair", 0.03)):
    beta, rate, var = saddle(MODELS[name], THRESHOLD)
    sad[name] = (beta, rate, var)
    factor = 0.5 * spacing / np.tanh(0.5 * beta * spacing)
    estimate[name] = np.exp(-rate) * factor / np.sqrt(2 * np.pi * var)
    assert abs(estimate[name] / half[name] - 1) < 0.12
    assert inclusive[name] <= np.exp(-rate)
tilt_root = np.exp(0.03 * sad["pair"][0])
assert abs(tilt_root**3 + tilt_root - 5) < 1e-9
assert sad["pair"][1] < sad["single"][1]
gain = np.exp(sad["single"][1] - sad["pair"][1])
third_diff = cumulant(PAIR, 3) - cumulant(SINGLE, 3)
third_gain = np.exp(third_diff * 0.9**3 / (6 * cumulant(PAIR, 2)**3))
assert third_gain > gain
gauss = norm.sf(THRESHOLD, 0.6, np.sqrt(0.036))
assert gauss < 0.1 * strict["single"]

# Energy share of the 90 meV mode in rare events, by the joint sum
na, nb = np.arange(121)[:, None], np.arange(61)[None, :]
joint = poisson.pmf(na, 10) * poisson.pmf(nb, 10 / 3)
total = na + 3 * nb
above = joint * (total > 50)
share = float(np.sum(above * 3 * nb / np.maximum(total, 1)) / above.sum())
on_line = joint * (total == 50)
line_share = float(np.sum(on_line * 3 * nb) / (50 * on_line.sum()))
tilt_share = 0.09 * (10 / 3) * tilt_root**3 / THRESHOLD
assert abs(line_share - tilt_share) < 0.02
assert share > 0.5 and line_share > 0.5

# Threshold where the broadened weights of the two models cross
cross = brentq(lambda x: smooth_tail(direct["pair"], x)
               - smooth_tail(direct["single"], x), 0.7, 0.95)

# Finite temperature: explicit average over initial levels
omega, s = SINGLE[0]
_, initial, _ = grid_states(omega, lambda q: 0.5 * omega * q**2)
_, final, _ = grid_states(
    omega, lambda q: 0.5 * omega * (q - np.sqrt(2 * s))**2)
boltz = np.exp(-omega / (KB * 300))
levels = np.arange(30)
overlap = (final[:, :90].T @ initial[:, :30])**2
pop = (1 - boltz) * boltz**levels
net_quanta = np.arange(90)[:, None] - levels[None, :]
thermal_direct = np.sum(overlap * pop * (net_quanta > 25))
e, w = thermal_lines(SINGLE, 300)
assert abs(thermal_direct / w[e > 1.51].sum() - 1) < 1e-5
var300 = {}
for name, modes in MODELS.items():
    e, w = thermal_lines(modes, 300)
    var300[name] = np.sum(w * e**2) - np.sum(w * e)**2
    law = sum(s * o**2 / np.tanh(o / (2 * KB * 300)) for o, s in modes)
    assert abs(var300[name] / law - 1) < 1e-8

# Checks of the altered final surfaces
for ratio in (0.9, 1.1):
    e, w = direct_lines(SINGLE, value=ratio)
    law = 0.06 * ((1 + ratio**2) / 4 + ratio**2 * 10 - ratio / 2)
    assert abs(np.sum(e * w) / law - 1) < 1e-6
a_morse = np.sqrt(0.06 / (2 * MORSE_DEPTH))
levels_m = grid_states(
    0.06, lambda q: MORSE_DEPTH * (1 - np.exp(-a_morse * q))**2)[0][:11]
n = np.arange(11)
morse_law = 0.06 * n - 0.06**2 / (4 * MORSE_DEPTH) * (n**2 + n)
assert np.max(np.abs(levels_m - levels_m[0] - morse_law)) < 1e-7
for sign in (1, -1):
    for modes in MODELS.values():
        coarse = smooth_tail(direct_lines(modes, "morse", sign))
        fine = smooth_tail(direct_lines(modes, "morse", sign, 0.16))
        assert abs(coarse / fine - 1) < 1e-3

# Output
for name in MODELS:
    m1, m2, m3 = moments[name]
    print(f"{name}: mean {m1:.4f} eV, variance {m2:.5f} eV^2")
    print(f"{name}: third cumulant {m3:.6f} eV^3")
print(f"standard deviation {np.sqrt(moments['single'][1]):.4f} eV")
print(f"threshold {THRESHOLD} eV, broadening sigma {BROADENING} eV")


def report(label, table):
    a, b = table["single"], table["pair"]
    print(f"{label}: single {a:.3e}, pair {b:.3e}, ratio {b / a:.3f}")


report("weight strictly above 1.5 eV", strict)
report("weight at or above 1.5 eV", inclusive)
report("weight with half the 1.5 eV line", half)
report("weight above 1.5 eV, broadened", smooth)
report("saddle estimate of half-line weight", estimate)
print(f"Gaussian weight above 1.5 eV: {gauss:.3e}")
for name in MODELS:
    b, rate, var = sad[name]
    print(f"{name}: tilt {b:.3f} 1/eV, exponent I {rate:.4f}, "
          f"tilted variance {var:.4f} eV^2")
print(f"root x of x^3+x=5: {tilt_root:.5f}")
print(f"exp(I_single-I_pair) {gain:.3f}; third cumulant only {third_gain:.3f}")
print(f"90 meV energy share: on 1.5 eV line {line_share:.4f}, "
      f"tilted {tilt_share:.4f}, strictly above {share:.4f}")
print(f"broadened weights cross at threshold {cross:.3f} eV")
for x in (0.7, 0.9, 1.2, 1.8):
    report(f"broadened, threshold {x} eV",
           {k: smooth_tail(direct[k], x) for k in MODELS})
mass = 20 * const.atomic_mass
print("effective mass for displacements: 20 atomic mass units")
for omega, s in SINGLE + PAIR:
    length = np.sqrt(2 * s) * const.hbar / np.sqrt(mass * omega * const.e)
    print(f"{omega * 1e3:.0f} meV, S={s:.3f}: d={np.sqrt(2 * s):.3f}, "
          f"displacement {length * 1e10:.3f} angstrom")
print(f"variance at 300 K: single {var300['single']:.5f}, "
      f"pair {var300['pair']:.5f} eV^2")
for temp in (300, 400):
    report(f"broadened, {temp} K",
           {k: smooth_tail(thermal_lines(v, temp)) for k, v in MODELS.items()})
for ratio in (0.9, 1.1):
    report(f"broadened, final frequencies x {ratio}",
           {k: smooth_tail(direct_lines(v, value=ratio))
            for k, v in MODELS.items()})
print(f"Morse depth {MORSE_DEPTH} eV per mode")
for sign, side in ((1, "compressed"), (-1, "stretched")):
    lines = {k: direct_lines(v, "morse", sign) for k, v in MODELS.items()}
    means = {k: np.sum(x[0] * x[1]) for k, x in lines.items()}
    print(f"Morse {side}: mean single {means['single']:.4f}, "
          f"pair {means['pair']:.4f} eV")
    report(f"broadened, Morse {side}",
           {k: smooth_tail(x) for k, x in lines.items()})
field_mv_cm, depth_nm = 5.0, 0.5
shift = field_mv_cm * 1e8 * depth_nm * 1e-9
print(f"field {field_mv_cm} MV/cm over {depth_nm} nm: shift {shift:.3f} eV")
for x in (THRESHOLD - shift, THRESHOLD + shift):
    report(f"broadened, shifted threshold {x:.2f} eV",
           {k: smooth_tail(direct[k], x) for k in MODELS})
print("ALL CHECKS PASSED")
```

Output:

```
single: mean 0.6000 eV, variance 0.03600 eV^2
single: third cumulant 0.002160 eV^3
pair: mean 0.6000 eV, variance 0.03600 eV^2
pair: third cumulant 0.002700 eV^3
standard deviation 0.1897 eV
threshold 1.5 eV, broadening sigma 0.03 eV
weight strictly above 1.5 eV: single 1.768e-05, pair 4.111e-05, ratio 2.325
weight at or above 1.5 eV: single 4.695e-05, pair 6.412e-05, ratio 1.366
weight with half the 1.5 eV line: single 3.231e-05, pair 5.261e-05, ratio 1.628
weight above 1.5 eV, broadened: single 3.373e-05, pair 5.691e-05, ratio 1.687
saddle estimate of half-line weight: single 3.426e-05, pair 5.638e-05, ratio 1.646
Gaussian weight above 1.5 eV: 1.051e-06
single: tilt 15.272 1/eV, exponent I 7.9073, tilted variance 0.0900 eV^2
pair: tilt 13.869 1/eV, exponent I 7.3632, tilted variance 0.1077 eV^2
root x of x^3+x=5: 1.51598
exp(I_single-I_pair) 1.723; third cumulant only 4.081
90 meV energy share: on 1.5 eV line 0.6946, tilted 0.6968, strictly above 0.7037
broadened weights cross at threshold 0.798 eV
broadened, threshold 0.7 eV: single 2.894e-01, pair 2.861e-01, ratio 0.989
broadened, threshold 0.9 eV: single 6.679e-02, pair 6.828e-02, ratio 1.022
broadened, threshold 1.2 eV: single 2.586e-03, pair 3.132e-03, ratio 1.211
broadened, threshold 1.8 eV: single 1.759e-07, pair 4.861e-07, ratio 2.764
effective mass for displacements: 20 atomic mass units
60 meV, S=10.000: d=4.472, displacement 0.264 angstrom
30 meV, S=10.000: d=4.472, displacement 0.373 angstrom
90 meV, S=3.333: d=2.582, displacement 0.124 angstrom
variance at 300 K: single 0.04384, pair 0.04593 eV^2
broadened, 300 K: single 8.612e-05, pair 1.496e-04, ratio 1.737
broadened, 400 K: single 1.808e-04, pair 2.752e-04, ratio 1.522
broadened, final frequencies x 0.9: single 2.646e-08, pair 5.752e-08, ratio 2.174
broadened, final frequencies x 1.1: single 1.670e-03, pair 2.147e-03, ratio 1.285
Morse depth 5.0 eV per mode
Morse compressed: mean single 0.8809, pair 0.8004 eV
broadened, Morse compressed: single 4.408e-02, pair 1.852e-02, ratio 0.420
Morse stretched: mean single 0.4181, pair 0.4555 eV
broadened, Morse stretched: single 2.314e-15, pair 1.228e-10, ratio 53049.607
field 5.0 MV/cm over 0.5 nm: shift 0.250 eV
broadened, shifted threshold 1.25 eV: single 1.346e-03, pair 1.703e-03, ratio 1.266
broadened, shifted threshold 1.75 eV: single 4.472e-07, pair 1.127e-06, ratio 2.520
ALL CHECKS PASSED
```
